# Why hydrogen fluoride looks too weak an acid without diffuse functions: test program

```python
"""
Result under test: leaving out diffuse functions raises the computed energy of
F- more than that of HF, so D = E(F-) - E(HF) is too large and HF looks too
weak a gas-phase acid.
Symbols: D = deprotonation energy (the bare proton has zero electronic energy);
G(X) = E_compact(X) - E_augmented(X), the gain of X from diffuse functions.
Second-order estimate: G = 2 g^T M^-1 g, with g the occupied-virtual Fock
elements at the compact density and M the closed-shell orbital Hessian.
Atomic units inside; differences are printed in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from pyscf import gto, scf, mp, cc, ao2mo, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] * 1e10
KJ = const.physical_constants["Hartree energy"][0] * const.N_A / 1000
BOND = 0.92  # angstrom, chosen round value


def molecule(species, basis, bond=BOND):
    atoms = {"F-": "F 0 0 0", "HF": f"F 0 0 0; H 0 0 {bond}",
             "Ne": "Ne 0 0 0", "F-ghost": f"F 0 0 0; ghost-H 0 0 {bond}"}
    charge = -1 if species.startswith("F-") else 0
    return gto.M(atom=atoms[species], basis=basis, charge=charge,
                 unit="Angstrom", verbose=0, max_memory=3000)


def solve(mol, relativistic=False):
    mf = scf.RHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def mp2_energy(mf, frozen=1):
    solver = mp.MP2(mf, frozen=frozen)
    solver.kernel(with_t2=False)
    return mf.e_tot + solver.e_corr


def ccsdt_energy(mf):
    solver = cc.CCSD(mf, frozen=1)
    solver.kernel()
    assert solver.converged
    return solver.e_tot + solver.ccsd_t()


def mean_r2(mf):
    return np.einsum("ij,ji", mf.mol.intor("int1e_r2"), mf.make_rdm1())


def density(mf, radii):
    points = np.array([[0.0, 0.0, r] for r in radii])
    ao = mf.mol.eval_gto("GTOval_sph", points)
    return np.einsum("pi,ij,pj->p", ao, mf.make_rdm1(), ao)


def second_order_gain(small, big):
    """Gain and squared force, starting from the compact orbitals."""
    mol = big.mol
    overlap = mol.intor("int1e_ovlp")
    cross = gto.intor_cross("int1e_ovlp", mol, small.mol)
    nocc = mol.nelectron // 2
    occ = np.linalg.solve(overlap, cross @ small.mo_coeff[:, :nocc])
    dm = 2 * occ @ occ.T
    # The compact space must lie inside the augmented one.
    assert abs(big.energy_tot(dm=dm) - small.e_tot) < 1e-7
    values, vectors = np.linalg.eigh(overlap)
    root = (vectors * np.sqrt(values)) @ vectors.T
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T
    virt = inverse_root @ null_space((root @ occ).T)
    orbitals = np.hstack([occ, virt])
    n = orbitals.shape[1]
    nv = n - nocc
    fock = orbitals.T @ big.get_fock(dm=dm) @ orbitals
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)
    ovov = eri[:nocc, nocc:, :nocc, nocc:]
    oovv = eri[:nocc, :nocc, nocc:, nocc:]
    hessian = (4 * ovov - np.einsum("ijab->iajb", oovv)
               - np.einsum("ibja->iajb", ovov))
    hessian += np.einsum("ij,ab->iajb", np.eye(nocc), fock[nocc:, nocc:])
    hessian -= np.einsum("ij,ab->iajb", fock[:nocc, :nocc], np.eye(nv))
    matrix = hessian.reshape(nocc * nv, nocc * nv)
    force = fock[:nocc, nocc:].ravel()
    assert np.linalg.eigvalsh(matrix)[0] > 0
    return 2 * force @ np.linalg.solve(matrix, force), force @ force


# Energies with and without diffuse functions.
energy, fields = {}, {}
for size in "dtq":
    for prefix in ("", "aug-"):
        basis = f"{prefix}cc-pv{size}z"
        for species in ("F-", "HF"):
            mf = solve(molecule(species, basis))
            energy["SCF", basis, species] = mf.e_tot
            energy["MP2", basis, species] = mp2_energy(mf)
            if size != "q":
                energy["CCSD(T)", basis, species] = ccsdt_energy(mf)
            if size == "d":
                fields[basis, species] = mf


def deprotonation(level, basis):
    return energy[level, basis, "F-"] - energy[level, basis, "HF"]


def gain(level, size, species):
    return (energy[level, f"cc-pv{size}z", species]
            - energy[level, f"aug-cc-pv{size}z", species])


for size in "dtq":
    assert gain("SCF", size, "F-") > gain("SCF", size, "HF") > 0
    for level in ("SCF", "MP2", "CCSD(T)"):
        if (level, f"cc-pv{size}z", "F-") in energy:
            assert gain(level, size, "F-") > gain(level, size, "HF")
for level in ("SCF", "MP2"):
    shifts = [gain(level, s, "F-") - gain(level, s, "HF") for s in "dtq"]
    assert shifts[0] > shifts[1] > shifts[2] > 0

reference = (deprotonation("CCSD(T)", "aug-cc-pvtz")
             + deprotonation("MP2", "aug-cc-pvqz")
             - deprotonation("MP2", "aug-cc-pvtz"))
compact_error = deprotonation("CCSD(T)", "cc-pvdz") - reference
augmented_error = deprotonation("CCSD(T)", "aug-cc-pvdz") - reference
assert compact_error > 0
assert abs(augmented_error) < 0.4 * compact_error

# Near-limit Hartree-Fock ion: only s and p functions are needed.
even = [[0, [0.03 * 2.0**k, 1.0]] for k in range(26)]
even += [[1, [0.015 * 2.0**k, 1.0]] for k in range(17)]
limit = solve(molecule("F-", {"F": even}))
kinetic = np.einsum("ij,ji", limit.mol.intor("int1e_kin"), limit.make_rdm1())
virial = -(limit.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-4
assert 0 < energy["SCF", "aug-cc-pvqz", "F-"] - limit.e_tot < 4e-3
homo = limit.mo_energy[4]
kappa = np.sqrt(-2 * homo)


def tail(r):
    x = kappa * r
    return (np.exp(-x) * (1 / x + 1 / x**2))**2


rho6, rho8 = density(limit, [6.0, 8.0])
tail_actual, tail_formula = rho8 / rho6, tail(8.0) / tail(6.0)
# Residual exchange multipoles and the finite Gaussian basis allow 10 percent.
assert abs(tail_actual / tail_formula - 1) < 0.10
rho_limit = density(limit, [5.0])[0]
rho_compact = density(fields["cc-pvdz", "F-"], [5.0])[0]
rho_aug = density(fields["aug-cc-pvdz", "F-"], [5.0])[0]
assert rho_compact < 0.5 * rho_limit
assert abs(rho_aug - rho_limit) < abs(rho_compact - rho_limit)
r2 = {key: mean_r2(mf) for key, mf in fields.items()}
growth = {s: r2["aug-cc-pvdz", s] - r2["cc-pvdz", s] for s in ("F-", "HF")}
assert growth["F-"] > growth["HF"]

# The quadratic model drops cubic terms, of the order of the mixing angle.
model = {}
for species in ("F-", "HF"):
    predicted, force2 = second_order_gain(fields["cc-pvdz", species],
                                          fields["aug-cc-pvdz", species])
    assert abs(predicted / gain("SCF", "d", species) - 1) < 0.35
    model[species] = predicted, force2, 2 * force2 / predicted

# Which added function matters? Diffuse p against a tight p control.
compact_f = gto.basis.load("cc-pvdz", "F")
augmented_f = gto.basis.load("aug-cc-pvdz", "F")


def p_exponents(shells):
    return [prim[0] for shell in shells if shell[0] == 1 for prim in shell[1:]]


diffuse_p = min(p_exponents(augmented_f))
assert diffuse_p < min(p_exponents(compact_f))
tight_p = 3 * max(p_exponents(compact_f))
change = {}
for name, exponent in (("diffuse", diffuse_p), ("tight", tight_p)):
    shells = compact_f + [[1, [exponent, 1.0]]]
    ion = solve(molecule("F-", {"F": shells})).e_tot
    acid = solve(molecule("HF", {"F": shells, "H": "cc-pvdz"})).e_tot
    change[name] = deprotonation("SCF", "cc-pvdz") - (ion - acid)
full_shift = gain("SCF", "d", "F-") - gain("SCF", "d", "HF")
assert change["diffuse"] > 0.7 * full_shift
assert abs(change["tight"]) < 0.1 * change["diffuse"]
sp_only = [shell for shell in augmented_f if shell[0] < 2]
ion_sp = solve(molecule("F-", {"F": sp_only})).e_tot
assert abs(ion_sp - energy["SCF", "aug-cc-pvdz", "F-"]) < 1e-7

# Functions borrowed from hydrogen, and the isoelectronic neutral atom.
ghost = solve(molecule("F-ghost", "cc-pvdz")).e_tot
borrowed = energy["SCF", "cc-pvdz", "F-"] - ghost
remaining = ghost - energy["SCF", "aug-cc-pvdz", "F-"]
assert borrowed > 0 and remaining > gain("SCF", "d", "HF")
neon_gain = (solve(molecule("Ne", "cc-pvdz")).e_tot
             - solve(molecule("Ne", "aug-cc-pvdz")).e_tot)
assert gain("SCF", "d", "F-") > 2 * neon_gain > 0

# Bond curve, zero-point energy and thermal terms.
offsets_a = np.array([-0.06, -0.03, 0.0, 0.03, 0.06])
curve = np.array([mp2_energy(solve(molecule("HF", "cc-pvtz", BOND + x)))
                  for x in offsets_a])
poly = np.poly1d(np.polyfit(offsets_a / BOHR_A, curve - curve[2], 4))
roots = poly.deriv().roots
minimum = min(roots[abs(roots.imag) < 1e-8].real, key=abs)
bond_min = BOND + minimum * BOHR_A
assert 0.88 < bond_min < 0.96
geometry_cost = poly(0.0) - poly(minimum)
mass_h, mass_f = 1.00783, 18.99840  # atomic masses in u
reduced = mass_h * mass_f / (mass_h + mass_f) * const.m_u / const.m_e
zpe = 0.5 * np.sqrt(poly.deriv(2)(minimum) / reduced)
temperature = 298.15
kt = const.k * temperature / const.e / EV
j = np.arange(80)
levels = j * (j + 1) / (2 * reduced * (bond_min / BOHR_A)**2)
weights = (2 * j + 1) * np.exp(-levels / kt)
rotation = np.sum(levels * weights) / np.sum(weights)
assert abs(rotation / kt - 1) < 0.06
enthalpy = reference - zpe + 2.5 * kt - rotation


# Sizes of neglected effects, with all primitives left free.
def uncontracted(element):
    shells = gto.basis.load("aug-cc-pvtz", element)
    primitives = {(s[0], p[0]) for s in shells for p in s[1:]}
    return [[l, [a, 1.0]] for l, a in sorted(primitives)]


core, relativity = {}, {}
for species in ("F-", "HF"):
    basis = {"F": uncontracted("F")}
    if species == "HF":
        basis["H"] = uncontracted("H")
    mol = molecule(species, basis)
    plain = solve(mol)
    core[species] = mp2_energy(plain, 0) - mp2_energy(plain, 1)
    relativity[species] = solve(mol, True).e_tot - plain.e_tot
core_shift = core["F-"] - core["HF"]
rel_shift = relativity["F-"] - relativity["HF"]
assert max(abs(core_shift), abs(rel_shift), geometry_cost) < compact_error / 5

print(f"HF bond length used: {BOND:.3f} angstrom")
for basis in ("cc-pvdz", "aug-cc-pvdz"):
    for species in ("F-", "HF"):
        print(f"SCF {basis} E({species}): "
              f"{energy['SCF', basis, species]:.6f} hartree")
for size in "dtq":
    print(f"SCF {size.upper()}Z gains F-, HF: {gain('SCF', size, 'F-')*EV:.3f}, "
          f"{gain('SCF', size, 'HF')*EV:.3f} eV")
for size in "dt":
    print(f"CCSD(T) {size.upper()}Z gains F-, HF: "
          f"{gain('CCSD(T)', size, 'F-')*EV:.3f}, "
          f"{gain('CCSD(T)', size, 'HF')*EV:.3f} eV")
for level in ("SCF", "MP2", "CCSD(T)"):
    for size in ("dt" if level == "CCSD(T)" else "dtq"):
        plain_d = deprotonation(level, f"cc-pv{size}z") * EV
        aug_d = deprotonation(level, f"aug-cc-pv{size}z") * EV
        print(f"{level} {size.upper()}Z D compact, augmented: "
              f"{plain_d:.3f}, {aug_d:.3f} eV")
print(f"Composite reference D: {reference*EV:.3f} eV = {reference*KJ:.1f} kJ/mol")
print(f"CCSD(T) cc-pVDZ error: {compact_error*EV:.3f} eV = "
      f"{compact_error*KJ:.1f} kJ/mol")
print(f"CCSD(T) aug-cc-pVDZ error: {augmented_error*EV:.3f} eV")
print(f"F- near-limit SCF energy: {limit.e_tot:.6f} hartree")
print(f"F- virial ratio -V/T: {virial:.7f} (no unit)")
print(f"F- highest occupied level: {homo:.5f} hartree")
print(f"F- tail constant kappa: {kappa:.4f} per bohr")
print(f"Density ratio 8/6 bohr, SCF and formula: "
      f"{tail_actual:.5f}, {tail_formula:.5f}")
print(f"Density at 5 bohr, compact/limit: {rho_compact/rho_limit:.3e}")
print(f"Density at 5 bohr, augmented/limit: {rho_aug/rho_limit:.3f}")
for species in ("F-", "HF"):
    print(f"{species} <r^2> about F, compact, augmented: "
          f"{r2['cc-pvdz', species]:.3f}, "
          f"{r2['aug-cc-pvdz', species]:.3f} bohr^2")
    predicted, force2, stiffness = model[species]
    print(f"{species} second-order gain: {predicted*EV:.3f} eV")
    print(f"{species} squared force g.g: {force2:.5f} hartree^2")
    print(f"{species} effective stiffness: {stiffness:.4f} hartree")
print(f"Diffuse, tight p exponents: {diffuse_p:.5f}, {tight_p:.2f} bohr^-2")
print(f"D lowering by diffuse p: {change['diffuse']*EV:.3f} eV")
print(f"D lowering by tight p: {change['tight']*EV:.4f} eV")
print(f"D lowering by full DZ augmentation: {full_shift*EV:.3f} eV")
print(f"F- gain from ghost H functions: {borrowed*EV:.3f} eV")
print(f"F- deficit left with ghost H: {remaining*EV:.3f} eV")
print(f"Ne gain from diffuse functions: {neon_gain*EV:.3f} eV")
print(f"MP2/cc-pVTZ bond length: {bond_min:.4f} angstrom")
print(f"Energy cost of chosen bond: {geometry_cost*EV:.5f} eV")
print(f"Harmonic zero-point energy: {zpe*EV:.3f} eV")
print(f"Temperature: {temperature:.2f} K; kT: {kt*EV:.5f} eV")
print(f"HF mean rotational energy: {rotation*EV:.5f} eV")
print(f"Deprotonation enthalpy: {enthalpy*EV:.3f} eV = {enthalpy*KJ:.1f} kJ/mol")
print(f"Core-correlation shift of D, rough: {core_shift*EV:.4f} eV")
print(f"Scalar-relativistic shift of D: {rel_shift*EV:.4f} eV")
print("done: every assertion held")
```

Output:

```
HF bond length used: 0.920 angstrom
SCF cc-pvdz E(F-): -99.365984 hartree
SCF cc-pvdz E(HF): -100.019289 hartree
SCF aug-cc-pvdz E(F-): -99.428282 hartree
SCF aug-cc-pvdz E(HF): -100.033334 hartree
SCF DZ gains F-, HF: 1.695, 0.382 eV
SCF TZ gains F-, HF: 0.721, 0.083 eV
SCF QZ gains F-, HF: 0.349, 0.024 eV
CCSD(T) DZ gains F-, HF: 2.998, 0.965 eV
CCSD(T) TZ gains F-, HF: 1.392, 0.306 eV
SCF DZ D compact, augmented: 17.777, 16.464 eV
SCF TZ D compact, augmented: 17.240, 16.602 eV
SCF QZ D compact, augmented: 16.950, 16.625 eV
MP2 DZ D compact, augmented: 18.135, 16.050 eV
MP2 TZ D compact, augmented: 17.317, 16.191 eV
MP2 QZ D compact, augmented: 16.831, 16.200 eV
CCSD(T) DZ D compact, augmented: 18.224, 16.190 eV
CCSD(T) TZ D compact, augmented: 17.414, 16.328 eV
Composite reference D: 16.337 eV = 1576.3 kJ/mol
CCSD(T) cc-pVDZ error: 1.886 eV = 182.0 kJ/mol
CCSD(T) aug-cc-pVDZ error: -0.147 eV
F- near-limit SCF energy: -99.459449 hartree
F- virial ratio -V/T: 2.0000002 (no unit)
F- highest occupied level: -0.18099 hartree
F- tail constant kappa: 0.6016 per bohr
Density ratio 8/6 bohr, SCF and formula: 0.04595, 0.04535
Density at 5 bohr, compact/limit: 8.588e-04
Density at 5 bohr, augmented/limit: 1.145
F- <r^2> about F, compact, augmented: 12.981, 16.020 bohr^2
F- second-order gain: 2.018 eV
F- squared force g.g: 0.01810 hartree^2
F- effective stiffness: 0.4881 hartree
HF <r^2> about F, compact, augmented: 13.260, 13.917 bohr^2
HF second-order gain: 0.391 eV
HF squared force g.g: 0.00840 hartree^2
HF effective stiffness: 1.1702 hartree
Diffuse, tight p exponents: 0.08502, 68.01 bohr^-2
D lowering by diffuse p: 1.302 eV
D lowering by tight p: 0.0096 eV
D lowering by full DZ augmentation: 1.313 eV
F- gain from ghost H functions: 0.293 eV
F- deficit left with ghost H: 1.402 eV
Ne gain from diffuse functions: 0.206 eV
MP2/cc-pVTZ bond length: 0.9180 angstrom
Energy cost of chosen bond: 0.00012 eV
Harmonic zero-point energy: 0.259 eV
Temperature: 298.15 K; kT: 0.02569 eV
HF mean rotational energy: 0.02482 eV
Deprotonation enthalpy: 16.118 eV = 1555.1 kJ/mol
Core-correlation shift of D, rough: 0.0026 eV
Scalar-relativistic shift of D: 0.0017 eV
done: every assertion held
```
